# Numerical atomic orbitals and gradients without singularities at origin or poles

Take the lowest $l=2$ state of a smooth model atom and spline its radial function $u(r)$ with mesh spacing $h=0.1$ bohr. The quotient $u/r^3$ should tend to a constant at the nucleus, here $0.3693$ bohr$^{-3.5}$. Dividing the spline by $r^3$ gives $0.5929$ at $r=10^{-3}$ bohr and $2.6435$ at $r=10^{-4}$ bohr. A spline of the quotient itself, on the same mesh, gives $0.3693$ at both points.

The reason lies in the first cubic piece. With value and slope zero at the origin it is $c_2r^2+c_3r^3$, and nothing forces $c_2$ to vanish. The quotient is therefore $c_2/r+c_3$. The two values give $c_2=(2.6435-0.5929)/(10^4-10^3)\approx2.28\times10^{-4}$ and $c_3\approx0.365$ in bohr-based units. The orbital itself contains $c_2\,rY_{2m}$, which is finite, but the gradient of this term depends on the direction of approach to the origin, where the true gradient is zero. The scheme below removes the power of $r$ before splining.

## Scheme and assumptions

An orbital with cutoff radius $r_c$, where $u(r_c)=0$, is written as

$$\phi_{lm}=\frac{u(r)}{r}Y_{lm}=g(r)\,S_{lm}(x,y,z),\qquad g=\frac{u}{r^{l+1}},\quad S_{lm}=r^lY_{lm}.$$

The $Y_{lm}$ are real and orthonormal on the unit sphere, without the Condon–Shortley sign. Outside $r_c$ the orbital is zero. With $s$ the cubic spline of $g$,

$$\nabla\phi_{lm}\approx\frac{s'(r)}{r}\,\mathbf r\,S_{lm}+s(r)\,\nabla S_{lm}. \tag{1}$$

Inserting $u=r^{l+1}g$ into $u''=[l(l+1)/r^2+(2m_e/\hbar^2)(V-E)]u$ produces $l(l+1)r^{l-1}g$ on both sides. After cancellation and division by $r^{l+1}$,

$$g''+\frac{2(l+1)}{r}g'=\frac{2m_e}{\hbar^2}(V-E)g .$$

Let $V$ be an analytic function of $w=r^2$ near the origin, and write $g(r)=p(w)$. Then $g'=2rp'$ and $g''=2p'+4wp''$, so

$$4wp''+(4l+6)p'=\frac{2m_e}{\hbar^2}(V-E)p .$$

In a power series $p=\sum_kp_kw^k$ the left side has the coefficient $(k+1)(4k+4l+6)p_{k+1}$ at $w^k$. Its prefactor is never zero, so $p_0=g(0)$ fixes all later coefficients. The series converges. Let the coefficients of $(2m_e/\hbar^2)(V-E)$ in $w$ be bounded by $C\rho^{-k}$, with $\rho$ chosen so small that $C\rho\le6$. If $|p_j|\le|p_0|\rho^{-j}$ for $j\le k$, the right side at $w^k$ is at most $C(k+1)|p_0|\rho^{-k}$, so $|p_{k+1}|\le C|p_0|\rho^{-k}/(4k+4l+6)\le|p_0|\rho^{-k-1}$. The Wronskian of two solutions is proportional to $w^{-l-3/2}$, so the second solution is $p\int w^{-l-3/2}p^{-2}dw\sim w^{-l-1/2}$. It gives $u\sim r^{-l}$, which violates $u(0)=0$. The physical $g$ is therefore the series: it is even and smooth near the origin and $g'(0)=0$. Solving for $p$ directly gives $g(0)=p_0$, fixed by normalization, without forming $0/0$.

A bare Coulomb potential $-Ze^2/r$ violates the assumption. Multiplying the equation for $g$ by $r$ and setting $r=0$ gives $g'(0)=-Zm_ee^2g(0)/[(l+1)\hbar^2]$, so the zero-slope condition used below would be wrong.

## Solid harmonics by recursion

For $m\ge0$ define $A_m+iB_m=(x+iy)^m$. One more factor $x+iy$ gives

$$A_{m+1}=xA_m-yB_m,\qquad B_{m+1}=xB_m+yA_m,$$

and differentiation gives $\partial_xA_m=mA_{m-1}$, $\partial_xB_m=mB_{m-1}$, $\partial_yA_m=-mB_{m-1}$, $\partial_yB_m=mA_{m-1}$.

The remaining factor $Q_l^m$ is defined by

$$F_m=\sum_{l\ge m}Q_l^mt^{l-m}=(2m-1)!!\,D^{-m-1/2},\qquad D=1-2zt+r^2t^2,$$

with $(-1)!!=1$ and $Q_l^m=0$ for $l<m$. Differentiation in $t$ gives $D\,\partial_tF_m=(2m+1)(z-r^2t)F_m$. If $f_k$ is the coefficient of $t^k$ in $F_m$, then

$$(k+1)f_{k+1}-2zkf_k+r^2(k-1)f_{k-1}=(2m+1)(zf_k-r^2f_{k-1}).$$

Collecting terms and setting $k=l-m$,

$$(l-m+1)Q_{l+1}^m=(2l+1)zQ_l^m-(l+m)r^2Q_{l-1}^m,\qquad Q_m^m=(2m-1)!!. \tag{2}$$

**Derivatives.** Since $\partial_xD=2xt^2$, we have $\partial_xF_m=-xt^2F_{m+1}$. Since $\partial_zD=-2t(1-zt)$,

$$\partial_zF_m=(2m+1)!!\,t(1-zt)D^{-m-3/2}.$$

This equals $t(t\partial_t+2m+1)F_m$, because the latter is $(2m+1)!!\,tD^{-m-3/2}$ times $t(z-r^2t)+D=1-zt$. Comparing coefficients of $t^{l-m}$,

$$\partial_xQ_l^m=-xQ_{l-1}^{m+1},\quad\partial_yQ_l^m=-yQ_{l-1}^{m+1},\quad\partial_zQ_l^m=(l+m)Q_{l-1}^m. \tag{3}$$

No angle appears, so the $z$ axis is an ordinary line. In spherical coordinates the azimuthal gradient component carries $1/\sin\theta$ and becomes $0/0$ there.

**Harmonicity.** Put $\nu=m+\tfrac12$. From $\nabla D=2t^2\mathbf r-2t\hat{\mathbf z}$ follow $|\nabla D|^2=4t^2D$ and $\nabla^2D=6t^2$, hence

$$\nabla^2D^{-\nu}=\nu t^2(4\nu-2)D^{-\nu-1}=4m\nu t^2D^{-\nu-1}.$$

As $A_m$ is homogeneous of degree $m$ in $x,y$, the cross term is $2\nabla A_m\cdot\nabla D^{-\nu}=-4m\nu t^2A_mD^{-\nu-1}$. It cancels $A_m\nabla^2D^{-\nu}$, and $\nabla^2A_m=0$. Thus $Q_l^mA_m$, and likewise $Q_l^mB_m$, is a harmonic polynomial of degree $l$. On the sphere it is an eigenfunction of the angular Laplacian. Different $l$ are orthogonal because their eigenvalues differ, and different $m$ because of the azimuthal factors.

**Normalization.** At $r=1$, $z=\zeta$, the generating function obeys $\partial_\zeta F_m=tF_{m+1}$, so $Q_l^m=d^mP_l/d\zeta^m$ with $P_l=Q_l^0$. Differentiating Legendre's equation $m-1$ times and multiplying by $(1-\zeta^2)^{m-1}$ gives

$$\frac{d}{d\zeta}\left[(1-\zeta^2)^mQ_l^m\right]=-(l+m)(l-m+1)(1-\zeta^2)^{m-1}Q_l^{m-1}.$$

Let $I_m=\int_{-1}^1(1-\zeta^2)^m(Q_l^m)^2d\zeta$. Integration by parts yields $I_m=(l+m)(l-m+1)I_{m-1}$. For $I_0$, integrate $F_0^2$: by orthogonality $\sum_lt^{2l}\int P_l^2d\zeta=t^{-1}\ln[(1+t)/(1-t)]=\sum_l2t^{2l}/(2l+1)$. Therefore $I_m=\frac{2}{2l+1}\frac{(l+m)!}{(l-m)!}$. The azimuthal integral is $2\pi$ for $m=0$ and $\pi$ otherwise, so

$$S_{lm}=N_{lm}Q_l^{|m|}\times\begin{cases}A_m&m\ge0\\B_{|m|}&m<0\end{cases},\qquad N_{lm}^2=(2-\delta_{m0})\frac{2l+1}{4\pi}\frac{(l-|m|)!}{(l+|m|)!}.$$

## The spline

Let $r_i=ih$, $i=0,\dots,N$, with $r_N=r_c$, and let $\tau=r-r_i$. With nodal slopes $\sigma_i$ and $d_i=(g_{i+1}-g_i)/h$, each piece is

$$s=g_i+\sigma_i\tau+c_2\tau^2+c_3\tau^3,\quad c_2=\frac{3d_i-2\sigma_i-\sigma_{i+1}}h,\quad c_3=\frac{\sigma_i+\sigma_{i+1}-2d_i}{h^2}.$$

At node $i$ the second derivative is $(2\sigma_{i-1}+4\sigma_i-6d_{i-1})/h$ from the left and $(6d_i-4\sigma_i-2\sigma_{i+1})/h$ from the right. Equating them gives

$$\sigma_{i-1}+4\sigma_i+\sigma_{i+1}=\frac{3(g_{i+1}-g_{i-1})}h,\qquad\sigma_0=0,\quad\sigma_N=g'(r_c). \tag{4}$$

In the first interval $\sigma_0=0$, so $s'/r=2c_2+3c_3r$ without division. Elsewhere $r\ge h$.

```
setup, for each radial function:
    obtain g at the nodes and g'(r_c); solve (4); store coefficients
for each grid point with r <= r_c:
    build A, B, Q by recursion; form S and grad S for all l, m
    for each radial function:
        i = min(floor(r/h), N-1);  tau = r - i*h
        s = piece i at tau
        if i == 0:  k = 2*c2 + 3*c3*r
        else:       k = s'(tau)/r
        for each m:
            phi  = s*S
            grad = k*(x,y,z)*S + s*gradS
```

Setup costs $O(N)$ operations. At each point the harmonics up to $L$ cost $O((L+1)^2)$ and are shared by all radial functions on that atom.

## Bounding the spline error

Assume that $g$ has four continuous derivatives on all of $[0,r_c]$, and let $M_4=\max|g''''|$ there. By the equation for $g$, this requires two continuous derivatives of $V$, not only analyticity near the origin. If $V'$ jumps at a matching radius, $g'''$ jumps too, and the bounds below do not apply.

**Nodal slopes.** Put the exact slopes into (4) and call the left side minus the right side $R_i$. It vanishes for cubics, so only the Taylor remainders about $r_i$ survive. On the right of the node their weight is $(h-\tau)^2/2-(h-\tau)^3/(2h)=\tau(h-\tau)^2/(2h)$, and on the left it is the negative of this:

$$R_i=\int_0^h\frac{\tau(h-\tau)^2}{2h}\left[g''''(r_i+\tau)-g''''(r_i-\tau)\right]d\tau. \tag{5}$$

The weight integrates to $h^3/24$, so $|R_i|\le h^3M_4/12$. The slope errors $\varepsilon_i=g'_i-\sigma_i$ satisfy $\varepsilon_{i-1}+4\varepsilon_i+\varepsilon_{i+1}=R_i$ and vanish at both ends. At the largest one, $4|\varepsilon|\le|R|+2|\varepsilon|$, so $|\varepsilon_i|\le h^3M_4/24$.

**Exact-slope interpolant.** Let $H$ be the piecewise cubic with exact nodal values and slopes. At a chosen $\tau$ inside an interval, pick $\kappa$ so that $g-H-\kappa\tau^2(h-\tau)^2$ vanishes there. With the double zeros at the ends, repeated use of Rolle's theorem gives a point where the fourth derivative is zero, so $24\kappa=g''''$ there. Hence $|g-H|\le\tau^2(h-\tau)^2M_4/24\le h^4M_4/384$.

The derivative $(g-H)'$ vanishes at both ends and at some interior $\xi$. The same argument with $\kappa\tau(\tau-\xi)(\tau-h)$ gives $6\kappa=g''''$ at some point. Since $|\tau-\xi|\le\max(\tau,h-\tau)$, the cubic is at most $4h^3/27$, and $|(g-H)'|\le2h^3M_4/81$.

**Effect of the slope errors.** In interval $i$,

$$H-s=\varepsilon_i\frac{\tau(h-\tau)^2}{h^2}-\varepsilon_{i+1}\frac{\tau^2(h-\tau)}{h^2}, \tag{6}$$

which is at most $\max|\varepsilon|\,\tau(h-\tau)/h\le(h/4)\max|\varepsilon|$. With $q=\tau/h$, the derivative is at most $\max|\varepsilon|$ times $|(1-q)(1-3q)|+|q(2-3q)|$. This sum is $1-2q$ for $q\le\frac13$, $6q-6q^2-1\le\frac12$ in the middle third, and $2q-1$ beyond it, so it never exceeds 1. Adding the parts,

$$|g-s|\le\frac{5}{384}h^4M_4,\qquad|g'-s'|\le\left(\frac1{24}+\frac2{81}\right)h^3M_4=\frac{43}{648}h^3M_4. \tag{7}$$

**Local form.** The factor $r^l$ in the orbital makes a global $M_4$ wasteful at large $r$. Let $2\cosh\theta=4$, so $\sinh\theta=\sqrt3$ and $\lambda=e^{-\theta}=2-\sqrt3$. The inverse of the matrix in (4) has, for $i\le j$, the elements

$$(-1)^{i+j}\frac{\sinh i\theta\,\sinh(N-j)\theta}{\sinh\theta\,\sinh N\theta}.$$

They satisfy the homogeneous equation away from $i=j$, and at $i=j$ the identity $\sinh(j+1)\theta\sinh(N-j)\theta-\sinh j\theta\sinh(N-j-1)\theta=\sinh\theta\sinh N\theta$ gives 1. Since $1-e^{-2i\theta}\le1-e^{-2N\theta}$, their magnitude is at most $\lambda^{|i-j|}/(2\sqrt3)$. With $M^{(j)}$ the maximum of $|g''''|$ in interval $j$,

$$|\varepsilon_i|\le\sum_{j=1}^{N-1}\frac{\lambda^{|i-j|}}{2\sqrt3}\,\frac{h^3}{24}\left(M^{(j-1)}+M^{(j)}\right).$$

With $\hat\varepsilon_i$ the larger of these bounds at the two ends of interval $i$, $|g-s|\le h^4M^{(i)}/384+h\hat\varepsilon_i/4$ and $|g'-s'|\le2h^3M^{(i)}/81+\hat\varepsilon_i$.

**From $g$ to the orbital.** The $2l+1$ functions $S_{lm}$ span the harmonic polynomials of degree $l$, and a rotation mixes them orthogonally. So $\sum_mS_{lm}^2$ is a constant times $r^{2l}$, and integration over the unit sphere gives $(2l+1)r^{2l}/4\pi$. Because $\nabla^2S^2=2|\nabla S|^2$ and $\nabla^2r^{2l}=2l(2l+1)r^{2l-2}$, we get $\sum_m|\nabla S_{lm}|^2=l(2l+1)^2r^{2l-2}/4\pi$. Each member is bounded by its sum, hence

$$|\delta\phi|\le\sqrt{\tfrac{2l+1}{4\pi}}\,r^l|g-s|,$$
$$|\nabla\delta\phi|\le\sqrt{\tfrac{2l+1}{4\pi}}\,r^l|g'-s'|+(2l+1)\sqrt{\tfrac l{4\pi}}\,r^{l-1}|g-s|,$$

where the last term is absent for $l=0$.

## Worked example

The potential is $V=-Ze^2\,\mathrm{erf}(r/a)/r$ with $Z=4$, $a=1$ bohr and a hard wall at $r_c=6$ bohr. It is even because erf is odd. The reference $g$ is a spectral solution in $w$, tested against finite differences. Errors below are relative to that $g$, so they measure the evaluation and not the atomic model.

For $l=2$, $M_4=1.690$ bohr$^{-7.5}$. At $h=0.1$ bohr, (7) gives $\frac5{384}\times10^{-4}\times1.690=2.20\times10^{-6}$ bohr$^{-3.5}$, and the largest error found is $4.45\times10^{-7}$. The factor of about 5 can be explained. For smooth $g$ the bracket in (5) is itself $O(h)$, so the slope errors are $O(h^4)$ and add only $O(h^5)$ to the value. What remains at leading order is $h^4M_4/384=4.40\times10^{-7}$. Halving $h$ to 0.05 bohr reduces the errors of $g$ and $g'$ by 16.1 and 8.0, as $h^4$ and $h^3$ require.

At $(0.6,-0.4,1.1)$ bohr, $r=1.3153$ bohr, take $m=1$. Here $S_{21}=\sqrt{15/4\pi}\,xz=0.721082$ bohr$^2$, and the spline gives $s=0.169490$ bohr$^{-3.5}$ and $s'/r=-0.132174$ bohr$^{-5.5}$. Then

$$\phi=0.169490\times0.721082=0.122216\ \text{bohr}^{-1.5},$$
$$\partial_x\phi=-0.132174\times0.6\times0.721082+0.169490\times1.201803=0.146509\ \text{bohr}^{-2.5}.$$

The reference values are $0.122216$ and $0.146508$. For $\partial_z\phi$ the two terms are $-0.104839$ and $0.111106$. They nearly cancel and leave $0.006267$ bohr$^{-2.5}$ (reference $0.006264$). The absolute error, $2.6\times10^{-6}$, is of the same order as the $1.4\times10^{-6}$ of $\partial_x\phi$, but divided by the reference component it is about $4\times10^{-4}$ instead of $1\times10^{-5}$.

On the axis at $(0,0,1.25)$ bohr the gradient of the same orbital is $0.247292$ bohr$^{-2.5}$ along $x$, in agreement with the reference. At the origin the $l=1$, $m=0$ orbital has the gradient $\sqrt{3/4\pi}\,g(0)=0.4886\times1.0948=0.5349$ bohr$^{-2.5}$ along $z$.

Over 1505 points, including the origin and the axis, the largest $l=2$ errors at $h=0.1$ bohr are $1.8\times10^{-7}$ bohr$^{-1.5}$ in $\phi$ and $4.3\times10^{-6}$ bohr$^{-2.5}$ in the gradient. The largest local bounds at these points are $1.0\times10^{-6}$ and $5.5\times10^{-5}$. These are maxima over the sample. Over the whole ball the gradient error reaches about $5.5\times10^{-6}$ bohr$^{-2.5}$, near $r=1.28$ bohr. The global bound on $\phi$ would reach $\sqrt{5/4\pi}\times36\times2.20\times10^{-6}\approx5\times10^{-5}$ at the wall. The numerical check tests the local bounds point by point for $l=0$ to 3. It takes each $M^{(j)}$ from 21 samples per interval and allows $10^{-11}$ in $\phi$ for rounding and $2\times10^{-8}$ in the gradient for the difference quotient of the reference. A bound smaller than these allowances is not resolved.

## Stability and failure modes

**Noise in the nodal values.** An error $\delta$ in each $g_i$ changes the right side of (4) by at most $6\delta/h$, hence the slopes by at most $3\delta/h$. The spline then changes by at most $\delta+\frac h4\cdot\frac{3\delta}h=1.75\,\delta$, since the weights of the two nodal values are non-negative and add to 1. If $g$ is formed by division, an absolute error $\eta$ in $u$ becomes $\eta/h^{l+1}$ in $g$ at the first node, or $10^4\eta$ in bohr-based units for $l=3$ and $h=0.1$ bohr. The factor $r^l$ in $S_{lm}$ undoes most of this in the orbital: at that node the error in $\phi$ is at most $\sqrt{(2l+1)/4\pi}\,\eta/h$, or $7.5\,\eta$ in the same case. The division does not give $g(0)$ at all. Solving directly for $g$ avoids it.

**Wrong slope at the cutoff.** Although $g(r_c)=0$, its slope is not zero at a hard wall. Setting $\sigma_N=0$ creates $\varepsilon_N=g'(r_c)$, and the homogeneous form of (4) gives $\varepsilon_{N-1}\approx-\lambda\varepsilon_N$. By (6) the error in the last interval is then $h|g'(r_c)|\,q(1-q)[\lambda(1-q)+q]$, whose maximum is $0.170\,h|g'(r_c)|$. For $l=2$, $|g'(r_c)|=7.32\times10^{-4}$ bohr$^{-4.5}$ and $h=0.05$ bohr, this is $6.2\times10^{-6}$ bohr$^{-3.5}$, as the program finds. Halving $h$ only halves it.

**The wall itself.** Just inside $r_c$ the gradient is $g'(r_c)\hat{\mathbf r}S_{lm}$, and outside it is zero. This jump belongs to the orbital. The bounds hold up to $r_c$, and a finite-difference stencil that crosses the wall will not reproduce (1).

**High angular momentum.** Orthonormality was tested for $l\le4$, with a largest error of $2\times10^{-15}$. The constant $N_{ll}^2$ contains $1/(2l)!$, which leaves the normal range of double precision for $2l>170$. Beyond $l\approx85$ the normalization should therefore be built into the recursion and tested anew. The angular momenta of atomic orbitals lie far below this limit.

## Table of computed values

```
Z = 4, a = 1.0 bohr, r_c = 6.0 bohr
orthonormality error of S_lm, l <= 4: 2.2e-15
sample points: 1505; table below for h = 0.10 bohr
errors, bounds: phi in bohr^-3/2, grad phi in bohr^-5/2
l=0: E = -2.458116 hartree, g(0) = 1.693996 bohr^-1.5, M4 = 11.8418 bohr^-5.5
  phi: max error 7.70e-07, max bound 3.42e-06
  grad phi: max error 1.67e-05, max bound 1.85e-04
l=1: E = -1.486503 hartree, g(0) = 1.094771 bohr^-2.5, M4 = 6.2628 bohr^-6.5
  phi: max error 3.95e-07, max bound 2.26e-06
  grad phi: max error 1.15e-05, max bound 1.18e-04
l=2: E = -0.840982 hartree, g(0) = 0.369301 bohr^-3.5, M4 = 1.6896 bohr^-7.5
  phi: max error 1.77e-07, max bound 1.03e-06
  grad phi: max error 4.27e-06, max bound 5.45e-05
l=3: E = -0.420673 hartree, g(0) = 0.082129 bohr^-4.5, M4 = 0.3016 bohr^-8.5
  phi: max error 4.73e-08, max bound 3.38e-07
  grad phi: max error 1.32e-06, max bound 1.80e-05
l=2 radial factor: g in bohr^-3.5, g' in bohr^-4.5
h=0.20 bohr: g error 7.351e-06, bound 3.520e-05; g' error 1.110e-04, bound 8.969e-04
h=0.10 bohr: g error 4.450e-07, bound 2.200e-06; g' error 1.360e-05, bound 1.121e-04
h=0.05 bohr: g error 2.758e-08, bound 1.375e-07; g' error 1.692e-06, bound 1.401e-05
error ratios for h 0.10 -> 0.05 bohr: g 16.14, g' 8.04
point (0.6, -0.4, 1.1) bohr, r = 1.315295 bohr, l=2 m=1, h = 0.10 bohr
  s = 0.16949031 bohr^-3.5, s'/r = -0.13217378 bohr^-5.5
  S = 0.72108196 bohr^2
  grad S = (1.20180327, 0.00000000, 0.65552906) bohr
  phi = 0.12221641, reference 0.12221638 bohr^-1.5
  grad phi  = (0.1465091, 0.0381233, 0.0062669) bohr^-2.5
  reference = (0.1465077, 0.0381242, 0.0062643) bohr^-2.5
l=2 m=1 at (0, 0, 1.25) bohr: grad phi = (0.2472918, -0.0000000, 0.0000000) bohr^-2.5
  reference = (0.2472916, -0.0000000, 0.0000000) bohr^-2.5
l=1 m=0 at the origin: grad phi = (0.0000000, 0.0000000, 0.5349081) bohr^-2.5
l=2, r = 1e-03 bohr: g = 0.369301, from spline of u 0.592936, from spline of g 0.369301 bohr^-3.5
l=2, r = 1e-04 bohr: g = 0.369301, from spline of u 2.643528, from spline of g 0.369301 bohr^-3.5
l=2: g'(r_c) = -7.3220e-04 bohr^-4.5; with zero slope at r_c the g error near the wall is
  6.226e-06 (h = 0.050 bohr), 3.113e-06 (h = 0.025 bohr) bohr^-3.5, ratio 2.000
```
